# Why electrothermal threshold voltage follows an inverse square root of pulse duration

## The scaling that fixes the exponent

A layer or beam of length $L$ lies between two electrodes. A rectangular voltage pulse of height $V$ and duration $t_p$ heats it. The beam is uniform, so the field is $E=V/L$ everywhere. Its heat capacity per volume is $C(T)$, its conductivity $\sigma(T)$ depends on temperature alone, and no heat leaves during the pulse. Joule heating per volume is current density times field, $\sigma E\cdot E$, so the energy balance reads

$$C(T)\,\frac{dT}{dt}=\sigma(T)\,\frac{V^2}{L^2}. \qquad (1)$$

Now stretch time by a factor $\lambda$ and reduce the voltage by $\sqrt\lambda$. The left side of (1) falls by $\lambda$ because the same temperature change takes $\lambda$ times longer. The right side falls by $\lambda$ because it contains $V^2$. The equation is unchanged, and the beam passes through the same temperatures at a slower pace.

Suppose that switching means reaching a fixed temperature $T_s$. If a voltage $V_{th}(t_p)$ is just enough for a pulse of duration $t_p$, then the reduced voltage is just enough for the stretched pulse:

$$V_{th}(\lambda t_p)=\lambda^{-1/2}\,V_{th}(t_p).$$

Setting $t_p$ to a reference duration $t_1$ and $\lambda=t/t_1$ gives $V_{th}(t)=V_{th}(t_1)\sqrt{t_1/t}$. The exponent is therefore settled before any property of $\sigma(T)$ is specified. The argument used two facts: heating is proportional to $V^2$ at each temperature, and (1) contains no time constant of its own. Heat loss removes the second fact and field-dependent conduction removes the first.

## The prefactor

Equation (1) separates. Dividing by $\sigma(T)$ and integrating from the start at $T_0$ to the moment $t$ when $T=T_s$ gives

$$\frac{V^2t}{L^2}=\int_{T_0}^{T_s}\frac{C(T)}{\sigma(T)}\,dT\equiv K. \qquad (2)$$

The quantity $K$ belongs to the material and the two temperatures; neither voltage nor duration enters it. Since $C$ and $\sigma$ are positive, temperature rises throughout the pulse, so a larger $V$ reaches $T_s$ earlier. The smallest voltage that succeeds within $t_p$ is the one that arrives at the very end:

$$V_{th}=L\sqrt{\frac{K}{t_p}}. \qquad (3)$$

For thermally activated conduction, $\sigma=\sigma_\infty e^{-\theta/T}$ with $\theta=E_a/k$, where $E_a$ is the activation energy and $k$ is Boltzmann's constant. With constant $C$ the integral is

$$K=\frac{C}{\sigma_\infty}\Big[T e^{\theta/T}-\theta\,\mathrm{Ei}(\theta/T)\Big]_{T_0}^{T_s}.$$

Differentiation confirms it. The first term gives $e^{\theta/T}-(\theta/T)e^{\theta/T}$. Because $d\,\mathrm{Ei}(x)/dx=e^x/x$, the second gives $-\theta\cdot(T/\theta)e^{\theta/T}\cdot(-\theta/T^2)=(\theta/T)e^{\theta/T}$. The sum is $e^{\theta/T}$, as required.

## What accumulated energy does and does not explain

The heat needed per volume is $H=\int_{T_0}^{T_s}C\,dT$, the same for every pulse. A short pulse must deliver it at a higher rate, which explains why the threshold rises. It does not yet explain the square root, because the power also depends on how conductive the beam is while it heats.

Let $\bar\sigma$ be the conductivity averaged over the time of the pulse. The delivered energy is $\int\sigma E^2dt=\bar\sigma E^2t_p$, and it equals $H$. Equation (2) says $E^2t_p=K$, so

$$\bar\sigma=\frac{H}{K}. \qquad (4)$$

This average is independent of voltage. A beam heated ten times faster spends ten times less time near each temperature, but the same fraction of the pulse. Fixed energy together with a fixed average conductivity gives $V^2t_p=L^2H/\bar\sigma$, which is (3) again.

Positive feedback, the growth of $\sigma$ with $T$, is not what produces the exponent. A constant conductivity $\sigma_0$ gives $K=H/\sigma_0$ and the same inverse square root. At fixed starting conductivity, feedback makes $\bar\sigma$ larger than $\sigma_0$ and lowers the threshold by the factor $\sqrt{\sigma_0/\bar\sigma}$.

The word "runaway" also needs care. Activated conductivity never exceeds $\sigma_\infty$, so with constant $C$ the time to reach any temperature $T$ is at least $C(T-T_0)/(\sigma_\infty E^2)$. The temperature does not diverge in finite time, and a definite $T_s$ is needed to define switching. A conductivity $\sigma_0e^{(T-T_0)/\Theta}$, with a constant temperature scale $\Theta$, behaves differently: the integral to infinite temperature is

$$K=\frac{C}{\sigma_0}\int_0^\infty e^{-u/\Theta}du=\frac{C\Theta}{\sigma_0},$$

which is finite. That model does diverge in finite time, and (3) holds for it even with $T_s\to\infty$.

## Other pulse shapes

If the voltage varies in time, the separated equation becomes $\int V^2dt=L^2K$. For a ramp $V=rt$ that switches at time $t_s$, the left side is $r^2t_s^3/3$. Multiplying by $3r$ gives $(rt_s)^3=3rL^2K$, so the voltage at switching is

$$V_s=(3rL^2K)^{1/3}.$$

A faster ramp switches at a higher voltage for the same reason that a shorter pulse does, but the exponent in the ramp rate is one third.

## A vanadium dioxide beam

Vanadium dioxide changes from insulator to metal near 340 K, which supplies a natural $T_s$. Consider a suspended beam 50 µm long with a cross-section $A$ of 1 µm², starting at 300 K. Rough typical values are a starting conductivity $\sigma_0$ of 1 S/cm, an activation energy of 0.30 eV (so $\theta=3481$ K) and a heat capacity of 3 J/(cm³ K). The conductivity then reaches 3.92 S/cm just below the transition.

The integral gives $K=6.37\times10^5$ V² s/m². For a pulse of 1 µs,

$$V_{th}=(50\times10^{-6}\,\mathrm{m})\sqrt{\frac{6.37\times10^{5}}{10^{-6}}}\ \mathrm{V/m}=39.9\ \mathrm{V}.$$

The field is 8.0 kV/cm. At 0.1 µs the threshold is 126.2 V, and at 10 µs it is 12.6 V. As a test, (1) was integrated in time and the voltage was bisected until the beam just reached 340 K within the pulse. That search, which makes no use of (3), gave the same three voltages to the millivolt.

The required heat is $3\times40=120$ J/cm³, or 6.0 nJ for the whole beam. By (4) the average conductivity is $1.20\times10^8/6.37\times10^5=188$ S/m, or 1.88 S/cm. A beam whose conductivity stayed at 1 S/cm would need $39.89\sqrt{1.885}=54.8$ V for the same 1 µs pulse. During the real threshold pulse of the model the current climbs from 80 µA to 312 µA at constant voltage. A ramp of 40 V/µs switches the beam at 57.6 V.

## Heat loss and the long-pulse limit

Let the surroundings remove heat at the rate $G(T-T_0)$ per volume. The energy balance becomes $C\,dT/dt=\sigma E^2-G(T-T_0)$, and the time to switch is

$$t_p=\int_{T_0}^{T_s}\frac{C\,dT}{\sigma E^2-G(T-T_0)}.$$

For a short pulse the field is high and the loss is a small part of the denominator. Using $1/(a-b)\approx1/a+b/a^2$,

$$t_p\approx\frac{K}{E^2}+\frac{GJ}{E^4},\qquad J=\int_{T_0}^{T_s}\frac{C\,(T-T_0)}{\sigma^2}\,dT.$$

Multiply by $E^2$ and replace $E^2$ in the small term by its leading value $K/t_p$. This gives $E^2t_p\approx K+GJt_p/K$. Taking the square root to first order,

$$V_{th}\approx L\sqrt{\frac{K}{t_p}}\left(1+\frac{GJ\,t_p}{2K^2}\right). \qquad (5)$$

The condition for neglecting loss is thus $t_p\ll 2K^2/(GJ)$. While it is small, the relative correction grows in proportion to the pulse duration.

For long pulses the square root fails altogether. The beam can reach $T_s$ only if heating exceeds loss at every temperature on the way. The steady threshold is therefore set by the worst point:

$$V_{dc}^2=L^2\max_{T_0\le T\le T_s}\frac{G(T-T_0)}{\sigma(T)}.$$

At an interior maximum the logarithmic derivative vanishes, so $1/(T-T_0)=\sigma'/\sigma=\theta/T^2$. This is the quadratic $T^2-\theta T+\theta T_0=0$, whose lower root is

$$T=\frac{\theta-\sqrt{\theta^2-4\theta T_0}}{2}.$$

Here runaway has a strict meaning. Below $V_{dc}$ the beam settles at a temperature where loss balances heating. Slightly above $V_{dc}$ it creeps past the critical temperature, and from there the surplus of heating over loss grows. Without loss there is no such minimum voltage: every nonzero voltage switches the beam if held long enough.

For the beam in air, take a rough loss time $C/G=50$ µs. The critical temperature is then 331.6 K, below the transition, and the steady threshold is 3.96 V. The thresholds found by direct integration are:

- 1 µs: 40.03 V, against 39.89 V without loss
- 10 µs: 13.04 V, against 12.62 V
- 100 µs: 5.28 V, against 3.99 V
- 10 ms: 3.96 V, against 0.40 V

At 1 µs the rise is 0.34 % of the loss-free value, as (5) predicts. A constant $G$ is an idealisation of air. During a short pulse heat diffuses into cold air and the loss is larger: for a cylinder of the same cross-section in still air, treated as a continuum, the rise is about 0.1 % at 0.1 µs, 0.5 % at 1 µs and 3.4 % at 10 µs, so it is not proportional to the duration. The short-pulse law and the steady threshold cross where $39.9\sqrt{1\,\mathrm{µs}/t_p}=3.96$, at about 101 µs. Near that duration neither limit describes the threshold well.

## Cold ends

Heat also flows into the electrodes, which stay at 300 K. This loss is not uniform. It cools a layer at each end whose thickness is of order $\sqrt{\kappa t_p/C}$, where $\kappa$ is the thermal conductivity. The cold layers are more resistive than the middle. The same current passes through all sections, so the cold layers take more than their share of the voltage, and the middle heats less.

As long as these layers are thin compared with $L$, each end behaves like the end of a half-infinite beam. Its heat equation is unchanged if time is stretched by $\lambda$, lengths along the beam by $\sqrt\lambda$, and the field reduced by $\sqrt\lambda$. The extra voltage at an end is therefore a fixed number times the field in the middle times $\sqrt{\kappa t_p/C}$. Relative to the total voltage,

$$\frac{\Delta V}{V_{th}}\propto\frac{1}{L}\sqrt{\frac{\kappa t_p}{C}}.$$

With a rough $\kappa$ of 5 W/(m K), the layer thickness at 1 µs is about 1.3 µm. A simulation of heat flow along the beam, with the field free to vary along it and air loss left out, gives a threshold rise of about 0.5 % at 0.10 µs, 1.6 % at 1.03 µs and 5.5 % at 11.1 µs, relative to (3) at the same durations. Each tenfold increase in duration multiplies the correction by roughly $\sqrt{10}$, in line with the scaling. At 1 µs the contacts matter more than the air, although both effects are small. At 100 µs the layer thickness is about 13 µm, so the two cold layers cover much of the beam. The long-pulse and steady thresholds of the previous section leave this loss out, and cold ends raise them substantially. With air loss and end conduction together, and switching taken at the hottest point, the threshold is about 6.3 V at 100 µs instead of 5.28 V, and about 5.6 V at 10 ms instead of 3.96 V.

## When conductivity depends on field

Suppose the conductivity is $\sigma(T,E)$. The switching time without loss is

$$t_p=\int_{T_0}^{T_s}\frac{C\,dT}{\sigma(T,E)\,E^2}.$$

Define $m=\partial\ln\sigma/\partial\ln E$ at fixed temperature. Differentiating the integrand with respect to $\ln E$ multiplies it by $-(2+m)$: the 2 comes from $E^2$ and the $m$ from $\sigma$. Dividing by $t_p$ gives $d\ln t_p/d\ln E=-(2+\langle m\rangle)$, where the average over temperature carries the weight $C/\sigma(T,E)$. Inverting,

$$\frac{d\ln V_{th}}{d\ln t_p}=-\frac{1}{2+\langle m\rangle}. \qquad (6)$$

The required energy $H$ has not changed, yet the exponent has. A shorter pulse has a higher field, and with $m>0$ the higher field makes the beam more conductive, so less extra voltage is needed. This is why the accumulated-energy argument has to be joined to the condition that conductivity depends only on temperature.

Poole–Frenkel conduction is a concrete case. A field helps carriers leave charged traps by lowering the barrier by $\Delta\phi=e\sqrt{eE/(\pi\varepsilon_0\varepsilon_r)}$, with $e$ the elementary charge and $\varepsilon_r$ the relative permittivity. In the usual one-dimensional formula, meant for $\Delta\phi$ well above $kT$, the conductivity is multiplied by $e^{\Delta\phi/kT}$. Since $\Delta\phi\propto\sqrt E$, $m=\Delta\phi/(2kT)$.

If this formula held in the beam with $\varepsilon_r=30$, and the zero-field $\sigma(T)$ were held fixed, the 1 µs threshold would fall from 39.9 V to 32.5 V, a change of $-19$ %. The barrier lowering is 11 meV at that threshold and $\langle m\rangle=0.206$. Equation (6) gives a local exponent of $-1/2.206=-0.453$. Thresholds integrated at two neighbouring durations give $-0.453$ as well. These numbers illustrate (6), but they overstate the effect for a real beam, even if charged traps supply the carriers. The lowering of 11 meV is less than $kT$, which is 26 to 29 meV here, and the formula counts only escape along the field. Counting escape in all directions, with the barrier lowered only on the forward side, reduces the change to about $-8$ %.

## Two complications that keep the square root

A series resistor $R_s$ reduces the voltage on the beam. The beam resistance is $L/(\sigma A)$, so voltage division leaves $V/(1+R_s\sigma A/L)$ across it. The reduction depends on temperature alone, and the heating is still proportional to $V^2$ at each temperature. Separation gives (3) with

$$K_s=\int_{T_0}^{T_s}\frac{C}{\sigma}\left(1+\frac{R_s\sigma A}{L}\right)^2dT$$

in place of $K$. The beam starts at 500 kΩ, so a 10 kΩ resistor raises the threshold by only 3.8 %. This assumes no capacitance across the beam. A stray capacitance $C_p$ adds the time constant $R_sC_p$ and breaks the square root: with 1 pF the rise at 1 µs is 4.5 % and the exponent between 0.1 and 1 µs is $-0.53$; with 10 pF they are 12 % and $-0.84$.

Latent heat matters if switching means completing the transition rather than reaching it. Let $h$ be the stored heat per volume, and suppose that the conductivity is a function of $h$. Then $dh/dt=\sigma(h)E^2$, and $E^2t_p=\int dh/\sigma(h)$. The exponent survives, and the transition adds to $K$.

The size of the addition depends on how the two phases are arranged. For a rough latent heat $\Lambda$ of 240 J/cm³, twice the heat needed to reach 340 K, three estimates are useful. If the metallic fraction $f$ conducts in parallel with the insulator, $\sigma=(1-f)\sigma_i+f\sigma_m$, where $\sigma_i$ is the conductivity just below the transition and $\sigma_m$ that of the metal. The addition is

$$\Lambda\int_0^1\frac{df}{(1-f)\sigma_i+f\sigma_m}=\Lambda\,\frac{\ln(\sigma_m/\sigma_i)}{\sigma_m-\sigma_i}.$$

With $\sigma_m=1000$ S/cm this raises the threshold by 1.0 %, because the first metallic paths quickly increase the heating. This assumes that heat released in the metal reaches the insulator at once. The transition would then last about 20 ns of a 1 µs pulse, in which heat diffuses only about 0.2 µm, so the estimate requires a mixture finer than that. If the phases alternate along the beam, the resistivities add, the addition is $\Lambda(1/\sigma_i+1/\sigma_m)/2$, and the rise is about 22 %. If instead one knows only that $\sigma$ does not fall below $\sigma_i$ during the transition, the addition is at most $\Lambda/\sigma_i$, and the rise is at most 40 %.

## Where a filament starts

So far the cross-section has been uniform. Suppose instead that it consists of parallel columns, each uniform along its length, with slightly different starting temperatures or conductivities. With a fixed voltage between the electrodes, every column has the same field $V/L$. If heat does not pass between columns, each obeys (2) with its own $K$. The column with the smallest $K$ reaches $T_s$ first and starts the filament. Its threshold has the same inverse square root, with that smallest $K$ in the prefactor.

The picture requires columns wider than the distance heat diffuses during the pulse. In the example that distance is about 1.3 µm at 1 µs, comparable with the width of the beam, so independent columns would not be a good description there. In a much wider device they could be.

## The model beside real switches

Suspended vanadium dioxide beams tens of micrometres long are realistic objects, but their conductivity varies strongly with preparation. By (3), a conductivity ten times smaller at every temperature raises the threshold by $\sqrt{10}$, more than any correction sized above for a 1 µs pulse. The 39.9 V is therefore a figure for the stated inputs, not a prediction for a particular sample. Among the neglected effects, field-assisted escape from charged traps could lower it, though by less than the 19 % of the one-dimensional formula, and latent heat could raise it by up to 40 % if full conversion is demanded. Charge relaxation is no obstacle: its time $\varepsilon_0\varepsilon_r/\sigma_0$ is 2.7 ps, far below the pulse durations used here.

Memory cells and their selectors are usually much thinner, often tens of nanometres. With the diffusivity $\kappa/C$ used above, heat crosses a 50 nm layer in about 1.5 ns, and with a tenth of that diffusivity in about 15 ns. The loss-free law therefore cannot be carried over to a 1 µs pulse in such a layer. Amorphous chalcogenide layers, used in phase-change memory, also conduct in a strongly field-dependent way. Equation (6) includes that dependence but not the heat loss, so it does not by itself describe their thresholds at such durations. An observed exponent of $-1/2$ is consistent with loss-free heating and temperature-controlled conduction, but does not reveal the form of $\sigma(T)$, since every such form gives the same exponent. The numerical output below lists the values used for the beam.

## Values computed for the example and the checks

```
Length 50 um, cross-section 1 um2
Start 300 K, switching temperature 340 K
Heat capacity 3.0 J/(cm3 K)
Conductivity at start 1.00 S/cm, at switching 3.92 S/cm
Activation energy 0.30 eV, theta = Ea/k = 3481.4 K
Action K = 6.3662e+05 V2 s/m2
Heat density 120.0 J/cm3, beam heat 6.00 nJ
Time-averaged conductivity 1.885 S/cm
Pulse 0.1 us: law 126.157 V, integrated 126.157 V
Pulse 1.0 us: law 39.894 V, integrated 39.894 V
Pulse 10.0 us: law 12.616 V, integrated 12.616 V
Fitted exponent, no loss: -0.50000
Field at 1 us threshold 7.979 kV/cm
Current at 1 us threshold: start 79.8 uA, end 312.5 uA
Constant conductivity, 1 us: 54.77 V
Ramp 40 V/us switches at 57.59 V
Air-loss time 50 us
Pulse 0.1 us: with air loss 126.200 V, law 126.157 V
Pulse 1.0 us: with air loss 40.029 V, law 39.894 V
Pulse 10.0 us: with air loss 13.041 V, law 12.616 V
Pulse 100.0 us: with air loss 5.278 V, law 3.989 V
Pulse 10000.0 us: with air loss 3.962 V, law 0.399 V
Air-loss rise at 1 us: 0.338 %, formula 0.339 %
Steady threshold 3.961 V, runaway point 331.58 K
Thermal conductivity 5.0 W/(m K)
End contacts, pulse 0.101 us: threshold rise 0.49 %
End contacts, pulse 1.033 us: threshold rise 1.63 %
End contacts, pulse 11.127 us: threshold rise 5.48 %
Relative permittivity 30
Poole-Frenkel barrier lowering 11.17 meV
Poole-Frenkel 1 us threshold 32.48 V, change -18.6 %
Poole-Frenkel mean m 0.206, local exponent -0.453
Series resistor 10 kohm, beam at start 500 kohm
Series-resistor threshold rise 3.78 %
Latent heat 240 J/cm3, metal 1000 S/cm
Latent-heat rise: parallel mixture 1.04 %, upper bound 40.1 %
Dielectric relaxation time 2.66 ps
```
